# Flat and stationary starts of a one-dimensional Edwards-Wilkinson interface

## 1. First derivation: independent Fourier modes

### The physical situation

An atomic step on a hot crystal surface exchanges atoms with the terraces on either side, and its edge wanders. Suppose that we watch one point of the edge and record how far it has moved after a time \(t\). The clock may start when the step is straight, or after the step has wandered for so long that its roughness has become stationary. The temperature, the stiffness and the atomic exchange are the same in both cases. Does the point move equally far?

Let \(h(x,t)\) be the displacement of the edge at position \(x\) along its mean direction. For small slopes the energy of a bent step is

\[
E=\frac{\tilde\beta}{2}\int\left(\frac{\partial h}{\partial x}\right)^2dx ,
\]

where \(\tilde\beta\) is the stiffness. The restoring force per unit length is \(-\delta E/\delta h=\tilde\beta\,\partial^2h/\partial x^2\), the sign following from one integration by parts. If atoms attach and detach independently along the edge, the mean velocity is proportional to the local force, with coefficient \(\Gamma/k_BT\), where \(\Gamma\) is the step mobility. With the random part of the exchange added, this is the Edwards-Wilkinson equation

\[
\frac{\partial h}{\partial t}=\nu\frac{\partial^2h}{\partial x^2}+\eta(x,t),\qquad \nu=\frac{\Gamma\tilde\beta}{k_BT}, \tag{1}
\]

\[
\langle\eta(x,t)\,\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t'),\qquad \langle\eta\rangle=0. \tag{2}
\]

The line is taken as infinite for now. The quantity of interest is the variance \(V(t)\) of the increment \(h(x,t)-h(x,0)\) at one fixed \(x\). For a flat start, \(h(x,0)=0\). For a stationary start, the average runs over the noise and also over the initial profile, which has zero mean and is independent of the later noise.

### Solving one mode

Define \(h_k(t)=\int h(x,t)e^{-ikx}dx\), so that \(h(x,t)=\int h_k(t)e^{ikx}dk/2\pi\). Two derivatives in \(x\) become a factor \(-k^2\), and equation (1) separates into

\[
\frac{dh_k}{dt}=-\omega h_k+\eta_k(t),\qquad \omega=\nu k^2 .
\]

Multiplying by \(e^{\omega t}\) turns the left side and the decay term into the derivative of \(e^{\omega t}h_k\). Integration from 0 to \(t\) then gives

\[
h_k(t)=h_k(0)e^{-\omega t}+n_k(t),\qquad n_k(t)=\int_0^te^{-\omega(t-s)}\eta_k(s)\,ds. \tag{3}
\]

Transforming equation (2) gives \(\langle\eta_k(s)\eta_{k'}^*(s')\rangle=2D\,2\pi\delta(k-k')\,\delta(s-s')\), because \(\int e^{-i(k-k')x}dx=2\pi\delta(k-k')\). The delta function in time removes one of the two time integrals in the covariance of \(n_k\):

\[
\langle n_kn_{k'}^*\rangle=2\pi\delta(k-k')\,2D\int_0^te^{-2\omega(t-s)}ds
=2\pi\delta(k-k')\,\frac{D}{\omega}\left(1-e^{-2\omega t}\right).
\]

For a flat start \(h_k(0)=0\), and the increment is the noise part alone. Transforming back at one point, the delta function removes one of the two \(k\) integrals, and

\[
V_{\rm flat}(t)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,S(k)\left(1-e^{-2\omega t}\right),\qquad S(k)=\frac{D}{\nu k^2}. \tag{4}
\]

### The stationary profile

Write the spectrum of the profile as \(P(k,t)\), defined by \(\langle h_kh_{k'}^*\rangle=2\pi\delta(k-k')P\). The two terms of equation (3) are uncorrelated, so their spectra add:

\[
P(k,t)=P(k,0)e^{-2\omega t}+S(k)\left(1-e^{-2\omega t}\right). \tag{5}
\]

This does not change in time if \(P(k,0)=S(k)\), which is therefore the stationary spectrum. For the step, thermal equilibrium with the energy \(E\) requires \(k_BT/(\tilde\beta k^2)\) by equipartition. Comparison gives \(D/\nu=k_BT/\tilde\beta\), and with \(\nu\) from equation (1) this means \(D=\Gamma\).

The integral of \(S\) over \(k\) diverges at small \(k\), so the height itself has no stationary variance on an infinite line. Height differences do:

\[
\langle[h(x+r)-h(x)]^2\rangle=\int\frac{dk}{2\pi}\,2S(k)(1-\cos kr)
=\frac{D}{\pi\nu}\int_{-\infty}^{\infty}\frac{1-\cos kr}{k^2}dk=\frac{D}{\nu}|r|. \tag{6}
\]

The last integral is \(\pi|r|\): integration by parts turns it into \(r\int\sin(kr)/k\,dk\), with vanishing boundary terms. The stationary edge thus has the height differences of a random walk. "Stationary" refers below to these differences.

### The stationary start

From equation (3) the increment of one mode is

\[
h_k(t)-h_k(0)=-\left(1-e^{-\omega t}\right)h_k(0)+n_k(t).
\]

The first term is the decay of the roughness present at the start, and the second is the response to new noise. They are independent, so their variances add:

\[
V_{\rm stat}=V_{\rm flat}+V_{\rm relax},\qquad V_{\rm relax}=\int\frac{dk}{2\pi}S(k)\left(1-e^{-\omega t}\right)^2. \tag{7}
\]

At small \(k\) the squared bracket is proportional to \(k^4\), which more than cancels the \(1/k^2\) of \(S\). The increment is therefore finite although the height is not. The brackets combine as

\[
\left(1-e^{-2\omega t}\right)+\left(1-2e^{-\omega t}+e^{-2\omega t}\right)=2\left(1-e^{-\omega t}\right),
\]

and hence

\[
V_{\rm stat}(t)=\int\frac{dk}{2\pi}\,2S(k)\left(1-e^{-\omega t}\right). \tag{8}
\]

Replacing \(t\) by \(t/2\) in equation (4) gives the same bracket. Mode by mode,

\[
V_{\rm stat}(t)=2\,V_{\rm flat}(t/2). \tag{9}
\]

It remains to evaluate \(I(b)=\int_{-\infty}^{\infty}(1-e^{-bk^2})k^{-2}dk\). Its derivative is the Gaussian integral \(I'(b)=\int e^{-bk^2}dk=\sqrt{\pi/b}\), and \(I(0)=0\), so \(I(b)=2\sqrt{\pi b}\). With \(b=2\nu t\) in equation (4),

\[
V_{\rm flat}=\frac{D}{2\pi\nu}\,2\sqrt{2\pi\nu t}=D\sqrt{\frac{2t}{\pi\nu}}, \tag{10}
\]

and with \(b=\nu t\) in equation (8),

\[
V_{\rm stat}=\frac{2D}{2\pi\nu}\,2\sqrt{\pi\nu t}=2D\sqrt{\frac{t}{\pi\nu}},\qquad \frac{V_{\rm stat}}{V_{\rm flat}}=\sqrt2 . \tag{11}
\]

The factor belongs to the variance. The root-mean-square displacement grows by \(2^{1/4}\approx1.19\).

### Where the factor comes from

For one mode the ratio of the integrands in equations (8) and (4) is

\[
\frac{2(1-e^{-\omega t})}{1-e^{-2\omega t}}=\frac{2}{1+e^{-\omega t}} , \tag{12}
\]

since \(1-e^{-2\omega t}=(1-e^{-\omega t})(1+e^{-\omega t})\). Long waves with \(\omega t\ll1\) have had no time to relax; they collect noise equally in both cases, and the ratio is 1. Short waves with \(\omega t\gg1\) have forgotten their initial amplitude. From a stationary start the increment is then the difference of two independent amplitudes of equal variance, while from a flat start it contains one of them, and the ratio is 2. The factor \(\sqrt2\) is the weighted mean over all modes.

If the initial rough profile is held fixed and the experiment is repeated with new noise, the decay term in equation (7) becomes a fixed displacement. The variance over the noise alone is then \(V_{\rm flat}\). The larger value needs an average over the initial roughness, taken either over many profiles or over many positions along one long profile.

Equations (7) and (11) also give \(V_{\rm relax}=(\sqrt2-1)V_{\rm flat}\). If the initial spectrum is \(\theta S(k)\), as for a step equilibrated at a smaller value of \(k_BT/\tilde\beta\) and then heated suddenly, the decay part is multiplied by \(\theta\):

\[
V_\theta=\left[1+\theta(\sqrt2-1)\right]V_{\rm flat}. \tag{13}
\]

### How long a flat interface must wait

Let the interface be flat at first, evolve for a waiting time \(t_0\), and let the clock start then. By equation (5) the initial spectrum is \(S(1-e^{-2\omega t_0})\), so the decay part lacks a piece:

\[
V(t_0,t)=V_{\rm stat}(t)-\int\frac{dk}{2\pi}S\,e^{-2\omega t_0}\left(1-e^{-\omega t}\right)^2 .
\]

Expanding the square gives exponentials with coefficients \(1,-2,1\). These sum to zero, so each \(e^{-\omega\tau}\) may be replaced by \(-(1-e^{-\omega\tau})\), whose integral with \(S\) is \(-D\sqrt{\tau/\pi\nu}\) by the formula for \(I(b)\). Therefore

\[
V(t_0,t)=\frac{D}{\sqrt{\pi\nu}}\left[2\sqrt t+\sqrt{2t_0}-2\sqrt{2t_0+t}+\sqrt{2t_0+2t}\right]. \tag{14}
\]

At \(t_0=0\) the bracket is \(\sqrt{2t}\), the flat result. For \(t_0\gg t\) the last three terms form a second difference of the square root, approximately \(-t^2/[4(2t_0)^{3/2}]\), and the stationary result is approached. For \(t_0=t\) the ratio to the flat value is \((4+\sqrt2-2\sqrt3)/\sqrt2\approx1.38\). Waiting as long as one intends to observe already gives most of the increase.

### Other linear growth laws

Equation (9) did not use the form of \(\omega(k)\). Let \(\omega=Bk^z\) and \(S=Ck^{-p}\), with \(k\) standing for \(|k|\). Substituting \(q=k(Bt)^{1/z}\) in equation (4) gives \(V_{\rm flat}\propto t^{2\beta}\) with \(2\beta=(p-1)/z\), provided that \(1<p<z+1\), so that the integral converges at both ends. For \(p\ge3\) even the height differences of equation (6) diverge on an infinite line. "Stationary" then refers to the spectrum \(S(k)\), and the increment in time is still finite. Equation (9) yields

\[
\frac{V_{\rm stat}}{V_{\rm flat}}=2\left(\frac12\right)^{2\beta}=2^{\,1-2\beta}. \tag{15}
\]

The Edwards-Wilkinson case has \(p=z=2\) and \(\beta=1/4\). Relaxation by surface diffusion has \(z=4\). With nonconserved deposition noise \(p=4\), \(\beta=3/8\), and the ratio is \(2^{1/4}\approx1.19\). If the noise also conserves material, its strength carries a factor \(k^2\), so \(p=2\), \(\beta=1/8\), and the ratio is \(2^{3/4}\approx1.68\). The slower the growth of the variance, the more the initial roughness matters.

### Finite length and atomic spacing

On a ring of length \(L\) the integral \(\int dk/2\pi\) becomes \(L^{-1}\sum_k\) with \(k=2\pi n/L\). The mode \(k=0\) does not relax and adds \(2Dt/L\) to both variances. After all other modes have relaxed, they add to \(V_{\rm flat}\) the amount

\[
\frac1L\,2\sum_{n=1}^{\infty}\frac{DL^2}{4\pi^2\nu n^2}=\frac{DL}{12\nu},
\]

by \(\sum n^{-2}=\pi^2/6\), and twice this to \(V_{\rm stat}\). With \(\tau=\nu t/L^2\) the late ratio is \((1/6+2\tau)/(1/12+2\tau)\), which is 1.04 at \(\tau=1\) and tends to 1. If the displacement of the spatial mean is subtracted, the terms \(2\tau\) disappear and the ratio tends to 2.

A lattice spacing \(a\) limits the other end. All rates are then bounded by a multiple of \(\nu/a^2\), and for \(t\ll a^2/\nu\) every mode has ratio 1 by equation (12). The factor \(\sqrt2\) thus belongs to the window \(a^2/\nu\ll t\ll L^2/\nu\). The upper condition is strict: on the ring the ratio is 1 % below \(\sqrt2\) at \(\tau=0.04\) and equals 1.29 at \(\tau=0.1\).

## 2. Second derivation: the spreading kernel in real space

### Symbols and results carried over

The interface \(h(x,t)\) obeys \(\partial_th=\nu\,\partial_x^2h+\eta\), with white noise of covariance \(2D\,\delta(x-x')\delta(t-t')\). The variance of \(h(x,t)-h(x,0)\) is \(V_{\rm flat}\) for a flat start and \(V_{\rm stat}\) for a stationary one. The mode calculation gave \(V_{\rm flat}=D\sqrt{2t/(\pi\nu)}\), \(V_{\rm stat}=2D\sqrt{t/(\pi\nu)}\) and the identity \(V_{\rm stat}(t)=2V_{\rm flat}(t/2)\). For an atomic step, \(D=\Gamma\) and \(\nu=\Gamma\tilde\beta/k_BT\), with mobility \(\Gamma\) and stiffness \(\tilde\beta\). The two variances are now derived again without a spectrum.

### The response to new noise

Without noise, a unit spike of height spreads as

\[
G(y,t)=\frac{1}{\sqrt{4\pi\nu t}}\,e^{-y^2/4\nu t},\qquad \int G\,dy=1, \tag{16}
\]

a Gaussian of variance \(2\nu t\). Since the equation is linear, the height at \(x=0\) is the sum of the spread initial profile and all spread noise kicks:

\[
h(0,t)=\int G(y,t)h(y,0)\,dy+\int_0^tds\int dy\,G(y,t-s)\,\eta(y,s). \tag{17}
\]

For a flat start the second term is the whole increment. The delta functions in its variance leave one integral over time and one over position. With the age \(s'=t-s\) of a kick as variable,

\[
V_{\rm flat}=2D\int_0^tds'\int dy\,G(y,s')^2=2D\int_0^tG(0,2s')\,ds'. \tag{18}
\]

The last step holds because \(G\) is even: \(\int G(y,s')G(-y,s')dy\) is the kernel for spreading during \(s'\) and again during \(s'\), taken at the origin. Inserting \(G(0,2s')=(8\pi\nu s')^{-1/2}\) gives

\[
V_{\rm flat}=\frac{2D}{\sqrt{8\pi\nu}}\,2\sqrt t=\sqrt2\,D\sqrt{\frac{t}{\pi\nu}}, \tag{19}
\]

in agreement with the first derivation.

### The stationary profile from its slopes

Let \(u=\partial_xh\) be the slope and \(Q(r,t)=\langle u(x+r,t)u(x,t)\rangle\). Differentiating the equation of motion gives \(\partial_tu=\nu\,\partial_x^2u+\partial_x\eta\). The relaxation acts on both factors of \(Q\) and contributes \(2\nu Q''\). In a short time \(dt\) the noise adds a covariance \(2D\,dt\,\partial_x\partial_{x'}\delta(x-x')=-2D\,dt\,\delta''(r)\), the minus sign coming from the derivative with respect to \(x'\). Together,

\[
\frac{\partial Q}{\partial t}=2\nu Q''-2D\,\delta''(r). \tag{20}
\]

The right side vanishes for \(Q=(D/\nu)\delta(r)\). Slopes at different points of the stationary profile are uncorrelated. A height difference is the integral of the slope, so \(\langle[h(y)-h(y')]^2\rangle=(D/\nu)|y-y'|\).

### The decay of the initial roughness

Subtract \(h(0,0)\) from equation (17). Because \(\int G\,dy=1\), the initial profile enters through differences:

\[
R=\int G(y,t)\,g(y)\,dy,\qquad g(y)=h(y,0)-h(0,0).
\]

This is the distance between the initial height at the point and its weighted average over the neighbourhood. From \(2ab=a^2+b^2-(a-b)^2\) with \(a=g(y)\), \(b=g(y')\),

\[
\langle g(y)g(y')\rangle=\frac{D}{2\nu}\left(|y|+|y'|-|y-y'|\right). \tag{21}
\]

The variance of \(R\) is the average of this expression with weights \(G(y,t)G(y',t)\), as if \(y\) and \(y'\) were independent Gaussian variables of variance \(2\nu t\). A Gaussian variable of variance \(\sigma^2\) has mean modulus

\[
\frac{2}{\sqrt{2\pi\sigma^2}}\int_0^\infty y\,e^{-y^2/2\sigma^2}dy=\frac{2\sigma^2}{\sqrt{2\pi\sigma^2}}=\sigma\sqrt{\frac2\pi}.
\]

For \(y\) and for \(y'\) this is \(2\sqrt{\nu t/\pi}\). The difference \(y-y'\) has variance \(4\nu t\) and mean modulus \(2\sqrt2\sqrt{\nu t/\pi}\). Therefore

\[
V_{\rm relax}=\langle R^2\rangle=\frac{D}{2\nu}\left(4-2\sqrt2\right)\sqrt{\frac{\nu t}{\pi}}=(2-\sqrt2)\,D\sqrt{\frac{t}{\pi\nu}}. \tag{22}
\]

The initial profile is independent of the later noise, so equations (19) and (22) add:

\[
V_{\rm stat}=\left(\sqrt2+2-\sqrt2\right)D\sqrt{\frac{t}{\pi\nu}}=2D\sqrt{\frac{t}{\pi\nu}},\qquad\frac{V_{\rm stat}}{V_{\rm flat}}=\sqrt2. \tag{23}
\]

### What each derivation assumes

Both derivations need a linear equation, noise that is uncorrelated in time, and an initial profile independent of the later noise. Neither needs Gaussian statistics, because two-point averages suffice for a variance. A nonlinear growth term, such as one proportional to the squared slope, breaks both: modes no longer evolve separately, and equation (17) no longer holds.

The mode derivation assumes translation invariance, so that different wave numbers are uncorrelated, and an initial spectrum equal to the stationary one. It leaves the relaxation rate free. This is why it yields the identity \(V_{\rm stat}(t)=2V_{\rm flat}(t/2)\) for other growth laws, for rings and for lattices.

The kernel derivation uses the Gaussian form of \(G\) and is tied to second-order relaxation. It asks less of the initial profile: the random-walk law for height differences is needed at separations up to several times \(\sqrt{\nu t}\), because \(G\) gives little weight to points farther away. A step that has equilibrated over short distances, but not over its whole length, can therefore serve as a stationary start for short observations.

The kernel also gives a bound on a continuum ring. Summing over the images of the origin,

\[
G_L(0,s)=\frac{1}{\sqrt{4\pi\nu s}}\left[1+2\sum_{n=1}^{\infty}e^{-n^2L^2/4\nu s}\right].
\]

The bracket increases with \(s\), hence \(G_L(0,2s)\ge G_L(0,s)/\sqrt2\). By equation (18), \(V_{\rm flat}=2D\int_0^tG_L(0,2s)ds\), and the identity turns this into \(V_{\rm stat}=2D\int_0^tG_L(0,s)ds\). It follows that \(V_{\rm stat}\le\sqrt2\,V_{\rm flat}\). Finite length lowers the ratio if the motion of the spatial mean is kept.

### A step on silicon

Consider a single step on Si(111) at 900 °C, without deposition. The following inputs are rough typical values, not measurements: \(\tilde\beta=0.3\) eV/nm, \(\Gamma=5\times10^4\) nm³/s, terrace width \(w=1\) µm and step length \(L=10\) µm. With \(k_BT=0.1011\) eV,

\[
\nu=\frac{5\times10^4\times0.3}{0.1011}\ \frac{\rm nm^2}{\rm s}=1.48\times10^5\ \frac{\rm nm^2}{\rm s}.
\]

At \(t=1\) s the flat start gives

\[
V_{\rm flat}=5\times10^4\sqrt{\frac{2}{\pi\times1.48\times10^5}}\ {\rm nm^2}\approx104\ {\rm nm^2},
\]

and the stationary start gives \(\sqrt2\) times this, 146 nm². The root-mean-square displacements are 10.2 and 12.1 nm. At 0.01 s the variances are 10.4 and 14.6 nm², smaller by the factor \(\sqrt{100}=10\). If the initial spectrum has half its stationary strength, \(\theta=0.5\), the variance at 1 s is \(1.207\times104\approx125\) nm². An imperfectly straightened step thus shows a smaller contrast with the stationary one.

The distinction matters for measuring the mobility. Inserting \(D\) and \(\nu\) into the flat-start formula and squaring gives \(V_{\rm flat}^2=2\Gamma k_BTt/(\pi\tilde\beta)\), so the inferred \(\Gamma\) is proportional to the squared variance. Stationary data read with this formula give \((\sqrt2)^2=2\) times the true mobility, here \(1.0\times10^5\) nm³/s.

### Slow diffusion on the terraces

The model assumes that attachment at the edge is the slow process. If diffusion across the terrace also takes time, atoms released by the edge accumulate next to it and hinder further exchange. Let \(D_s\) be the adatom diffusion coefficient, \(\kappa\) the attachment coefficient and \(d=D_s/\kappa\) the kinetic length. For an edge modulation of wave number \(k>0\), let \(c(z)\) be the excess adatom density at distance \(z\) from the edge, in units of its equilibrium value at the edge. If adatoms adjust quickly to the edge shape, \(c''=k^2c\). Take a neighbouring step that exchanges no atoms, so \(c'(w)=0\) and

\[
c(z)=c(0)\,\frac{\cosh k(w-z)}{\cosh kw}.
\]

Balance of attachment and diffusion at the edge, \(1-c(0)=-d\,c'(0)=kd\tanh(kw)\,c(0)\), gives \(c(0)=1/[1+kd\tanh(kw)]\). The exchange is reduced by the factor

\[
m(k)=1-c(0)=\frac{kd\tanh(kw)}{1+kd\tanh(kw)} . \tag{24}
\]

The relaxation rate becomes \(\nu k^2m(k)\). The noise strength falls by the same factor, because the equilibrium spectrum \(k_BT/(\tilde\beta k^2)\) does not depend on kinetics. The mode integrals with this rate were evaluated by numerical quadrature at \(t=1\) s, for an infinite edge. For \(d=10\) µm, \(V_{\rm flat}=89\) and \(V_{\rm stat}=131\) nm², with ratio 1.47. For \(d=1\) µm they are 68 and 104 nm², with ratio 1.53. Relative to the simple model, \(V_{\rm stat}\) falls by 10 % and 29 %. These values depend on the assumption that the neighbour exchanges no atoms. If it is instead held straight and exchanges atoms with the same kinetic length, the ratios are 1.45 and 1.48.

The ratio rises because the rate now depends more strongly on \(k\), while the spectrum remains proportional to \(k^{-2}\). At \(t=1\) s the important waves have \(k\) near \(1/\sqrt{\nu t}\), so \(kw\approx2.6\) and \(\tanh(kw)\approx0.99\). For these waves the factor is close to \(kd/(1+kd)\). That form alone gives the ratios 1.44 and 1.50; the rest of the rise, about half of it for \(d=10\) µm, comes from longer waves with \(kw\lesssim1\), for which \(\tanh(kw)\) lowers \(m\) further. If \(kd\) were small for these waves, the rate would be proportional to \(|k|^3\), and equation (15) with \(p=2\), \(z=3\) would give the ratio \(2^{2/3}\approx1.59\). The two values of \(d\) lie between this limit and the simple model.

At late times longer waves dominate, provided that the edge is much longer than the terrace is wide. Once \(kw\ll1\) and \(k^2dw\ll1\), \(\tanh(kw)\approx kw\) and \(m\approx k^2dw\), so the rate is proportional to \(k^4\). That is the case of conserved roughening, with ratio \(2^{3/4}\approx1.68\). Because the neighbouring steps take up no atoms, material released at one place of the edge can only return to the same edge elsewhere, which is the physical content of the conservation law. A neighbour that is held straight and exchanges atoms removes this limit: \(m(k)\) then tends to a positive constant at small \(k\), the rate is again proportional to \(k^2\), and the late ratio returns to \(\sqrt2\). The 10 µm step of the example is also too short to show the conserved limit: its longest wave has \(kw\approx0.63\). Treated as a ring between closed neighbours, it has a ratio that passes through 1.68 without settling there and tends to 2, because its mean position cannot move.

### The model beside the real step

The inputs above have about one significant figure, and so do the variances; the factor \(\sqrt2\) does not depend on them. Of the neglected effects estimated here, slow terrace diffusion is the largest. The two values of \(d\) are assumptions, and the true one must be established before the factor is used to interpret data.

The other estimates, at \(t=1\) s, use the length \(\sqrt{\nu t}=385\) nm:

- **Finite length and atomic spacing.** With an atomic spacing \(a=0.384\) nm, the two time scales are \(a^2/\nu\approx10^{-6}\) s and \(L^2/\nu\approx670\) s; on a ring of this length the ratio is already 1 % below \(\sqrt2\) at about 27 s. At \(t=1\) s a mode sum for the ring changes \(V_{\rm stat}\) of the simple model by less than one part in a million. With slow terrace diffusion the length matters more: for \(d=10\) µm and closed neighbours the ring gives 88 and 130 nm² with ratio 1.475, in place of 89 and 131 nm² with ratio 1.467. Pinned ends would matter within a few times \(\sqrt{\nu t}\) of them.
- **Neighbouring steps.** Let the repulsion energy per length be \(A/w^2\), with a rough \(A=0.02\) eV nm. Displacing the step by \(\delta\) between two fixed neighbours gives \(A/(w+\delta)^2+A/(w-\delta)^2\), whose second derivative at \(\delta=0\) is \(12A/w^4\). Relative to the stiffness term \(\tilde\beta/(\nu t)\) this is about \(10^{-7}\). The entropic repulsion of wandering steps, of strength \((\pi k_BT)^2/6\tilde\beta\approx0.06\) eV nm, exceeds this \(A\); including it raises the estimate but leaves it below \(10^{-6}\). The stationary root-mean-square displacement is 1.2 % of the terrace width, so collisions are negligible.
- **Slopes.** Over the length \(\sqrt{\nu t}\) the mean square slope is \((D/\nu)/\sqrt{\nu t}=0.337/385\approx9\times10^{-4}\). Corrections of second order in the slope are of this order, if \(\tilde\beta\) is the stiffness on that scale.
- **Diffusion along the edge.** This adds a rate proportional to \(k^4\). Its size relative to \(\nu k^2\) is roughly \(a^2/(\nu t)\approx10^{-6}\) times the ratio of edge hops to attachment events. It is negligible unless that ratio approaches a million.
- **Sublimation.** A rough loss of \(10^{-4}\) layers per second moves the edge by \(10^{-4}\times1000=0.1\) nm in 1 s. This is a mean drift, and it is removed when the variance is formed.

Deposition is outside this example. A net flux drives the step away from equilibrium, and the relation \(D/\nu=k_BT/\tilde\beta\) is then no longer guaranteed. If the growing step still obeys a linear equation with constant \(\nu>0\) and white noise of strength \(D\), the ratio remains \(\sqrt2\), with \(D\) and \(\nu\) as effective parameters.
